# How far a nonideal swing raises the minimum CMOS inverter supply

**Question.** A CMOS inverter works in subthreshold, where both transistor currents depend exponentially on gate voltage. As its supply is lowered, at what voltage does its largest voltage gain fall to one? How does that voltage scale with temperature and with the subthreshold swing, and how large is it for an ordinary silicon transistor pair?

**Answer.** The gain is a contest between two exponentials. The gate changes a transistor's current through the barrier at its source, and the drain changes it by suppressing the carriers that flow back. To compare the two, the current law is needed first.

### The current of one transistor

Write $v=kT/q$. Take a long n-channel transistor of width $W$, length $L$ and mobility $\mu$, with its body tied to its source. Let $V(y)$ be the electron quasi-Fermi potential along the channel, zero at the source and $V_{DS}$ at the drain, and let $Q_i$ be the magnitude of the mobile charge per area. Drift and diffusion together give $I=\mu WQ_i\,dV/dy$. Since $I$ is the same at every $y$, integration along the channel gives

$$I=\mu\frac{W}{L}\int_0^{V_{DS}}Q_i(V)\,dV .$$

In weak inversion the mobile charge is too small to affect the surface potential $\psi$, which is then uniform along the channel. The electron density follows the Boltzmann factor $e^{(\psi-V)/v}$, so $Q_i(V)=Q_i(0)e^{-V/v}$ and

$$I=\mu\frac{W}{L}\,v\,Q_i(0)\left(1-e^{-V_{DS}/v}\right).$$

The one is the flow injected by the source, and the exponential is the return flow from the drain.

The gate acts on $\psi$ through a capacitive divider, the oxide capacitance $C_{ox}$ in series with the depletion capacitance $C_d$ (both per area), so that $d\psi/dV_G=1/(1+C_d/C_{ox})$. The slope factor $n$ is defined by the current itself:

$$\frac1n=v\,\frac{d\ln I}{dV_G},\qquad S=n\,v\ln10 .$$

Here $S$ is the swing, the gate voltage per decade of current. Over the small voltage range of interest $n$ is taken as constant. Without interface traps it appears in the gate exponent but not in the drain factor, because $V_{DS}$ acts directly on the quasi-Fermi potential and not through the divider.

### The gain and its maximum

Let the p-channel device have the same $n$ and a current prefactor $r$ times that of the n-channel device. With no steady current drawn from the output, the two currents are equal:

$$e^{V_{in}/nv}\left(1-e^{-V_{out}/v}\right)=r\,e^{(V_{DD}-V_{in})/nv}\left(1-e^{-(V_{DD}-V_{out})/v}\right).$$

Taking logarithms and collecting the input terms on the left gives

$$\frac{2V_{in}-V_{DD}}{nv}=\ln r+\ln\!\left(1-e^{-(V_{DD}-V_{out})/v}\right)-\ln\!\left(1-e^{-V_{out}/v}\right).$$

The derivative of each drain term follows from

$$\frac{d}{dV}\ln\!\left(1-e^{-V/v}\right)=\frac{f(V)}{v},\qquad f(V)=\frac{1}{e^{V/v}-1}.$$

The first drain term contains $-V_{out}$ in its argument, which supplies a minus sign. Differentiating with respect to $V_{out}$ and multiplying by $v$ therefore gives

$$\frac2n\frac{dV_{in}}{dV_{out}}=-\left[f(V_{DD}-V_{out})+f(V_{out})\right].$$

The gain $A=dV_{out}/dV_{in}$ is negative, as it must be for an inverter, with magnitude

$$|A|=\frac{2/n}{f(V_{out})+f(V_{DD}-V_{out})}.$$

The gain is largest where the denominator is smallest. With $t=V/v$,

$$\frac{d^2f}{dt^2}=\frac{e^t(e^t+1)}{(e^t-1)^3}>0 ,$$

so $f$ is convex. For a convex function and two arguments of fixed sum, the sum of the values is least when the arguments are equal, here at $V_{out}=V_{DD}/2$. Hence

$$|A|_{max}=\frac{e^{V_{DD}/2v}-1}{n},$$

and a gain above one requires

$$\boxed{V_{DD}>V_{min}=2v\ln(1+n)} .$$

For $n=1$ this is the Meindl limit, $2\ln2\,kT/q$. At 300 K, $v=25.85$ mV and the limit is $2\times0.693\times25.85=35.8$ mV, or 36 mV.

The numbers have a direct reading. At maximum gain each transistor has half the supply across it, which is the origin of the factor 2. With $n=1$, unit gain occurs when $e^{V_{DS}/v}=2$, that is, when the return flow from the drain is half of the flow from the source. At a smaller $V_{DS}$ the drain controls the current more strongly than the gate does.

The ratio $r$ has dropped out of the maximum gain. It shifts the transfer curve along the input axis by $(nv/2)\ln r$. The maximum is reached with an input between 0 and $V_{DD}$ only while this shift is smaller than $V_{DD}/2$ in magnitude. At $V_{min}$ this means $|\ln r|<(2/n)\ln(1+n)$, a factor of 4 for $n=1$ and about 3.6 for $n=1.32$. A larger imbalance needs a higher supply: for a tenfold ratio with $n=1.32$ at 300 K, the gain first reaches one for an input between the rails at about 58 mV. Unit gain at the point $V_{in}=V_{out}$, the stricter condition used below for a loop, needs about 79 mV. If the two devices have different slope factors $n_N$ and $n_P$, the left side of the differentiated equation contains $1/n_N+1/n_P$ in place of $2/n$, so $n$ becomes their harmonic mean.

### How the limit scales

At fixed $n$ the limit is proportional to absolute temperature. Its dependence on the slope factor is weaker than proportional:

$$\frac{dV_{min}}{dn}=\frac{2v}{1+n}.$$

At $n=1$ this equals $v$, a slope of 2.6 mV per 0.1 in $n$ at 300 K. The step from 1.0 to 1.1 costs 2.5 mV, and later steps cost less. The table holds the temperature at 300 K.

| $n$ | $S$ (mV/decade) | $V_{min}$ (mV) |
|---|---|---|
| 1.00 | 59.5 | 35.8 |
| 1.25 | 74.4 | 41.9 |
| 1.50 | 89.3 | 47.4 |
| 2.00 | 119.1 | 56.8 |

Doubling the swing from its ideal value, $n=1$ to $n=2$, raises the limit by the factor $\ln3/\ln2$, about 1.58. The growth is logarithmic because the drain suppresses its return flow exponentially, so a modest extra supply makes up for a weaker gate.

The same logarithm sets the price of a larger gain. Solving $|A|_{max}=G$ gives $V_{DD}=2v\ln(1+nG)$. A gain of 4 with $n=1$ needs $2\times25.85\times\ln5=83.2$ mV.

### Why unit gain matters for logic

Connect two identical inverters with $r=1$ in a loop. The midpoint $V_{DD}/2$ is then a rest state, since each inverter maps it to itself. Below the limit every slope has magnitude under one, so a passage around the loop reduces any deviation from the midpoint, and no bit can be stored. Above the limit a small deviation grows. The outputs cannot leave the range between 0 and $V_{DD}$, so the growth must end at another rest state on each side of the midpoint. These two states are the stored 0 and 1.

At the limit itself the two states merge and there is no noise margin. Gain above one is thus necessary for restoring logic, but it does not guarantee a usable circuit. The limit belongs to this two-transistor inverter, and the argument sets no bound on other gate circuits.

### A silicon pair

Take an oxide of 4.0 nm and a uniform body doping $N_A=5\times10^{17}$ cm$^{-3}$ at 300 K, with heavily doped n-type polysilicon as the gate. The p-channel device is its mirror image with equal current. To find $n$, let $\phi$ be the potential in the body and $\phi_F=v\ln(N_A/n_i)$, with the intrinsic density $n_i$ taken as roughly $10^{10}$ cm$^{-3}$. Poisson's equation with holes, acceptors and electrons is

$$\frac{d^2\phi}{dx^2}=\frac{qN_A}{\varepsilon_s}\left[1-e^{-\phi/v}+e^{(\phi-2\phi_F-V)/v}\right].$$

Multiply by $d\phi/dx$ and integrate from the neutral body to the surface. For $\psi\gg v$ the hole term leaves the constant $-v$, and the electron term at the lower limit is negligible. The surface field is then given by

$$\frac{E_s^2}{2}=\frac{qN_A}{\varepsilon_s}\left(\psi-v+m\right),\qquad m=v\,e^{(\psi-2\phi_F-V)/v}.$$

The total semiconductor charge is $\varepsilon_sE_s=\gamma C_{ox}\sqrt{\psi-v+m}$, with $\gamma=\sqrt{2\varepsilon_sqN_A}/C_{ox}$. The gate voltage, measured from flat band, is the sum of surface potential and oxide drop:

$$V_G-V_{FB}=\psi+\gamma\sqrt{\psi-v+m}.$$

For this gate $V_{FB}=-(E_g/2q+\phi_F)$, with $E_g$ roughly 1.12 eV. In weak inversion $m$ is small, and the slope of this relation is

$$\frac{dV_G}{d\psi}=1+\frac{\gamma}{2\sqrt{\psi-v}}=1+\frac{C_d}{C_{ox}} .$$

In the charge-sheet approximation the mobile charge is taken as the part of the total due to $m$, to first order $Q_i=\gamma C_{ox}m/(2\sqrt{\psi-v})$. Its logarithm has the derivative $1/v-1/[2(\psi-v)]$ with respect to $\psi$. Dividing by $dV_G/d\psi$ and using the definition of $n$,

$$n=\frac{1+C_d/C_{ox}}{1-v/[2(\psi-v)]}.$$

Both factors make $n$ exceed one in this model.

Solving the gate equation numerically at $V_G=20$ mV gives $\psi=0.662$ V. The capacitances are $C_{ox}=0.863$ and $C_d=0.255$ µF/cm², so the divider alone gives 1.296. The denominator is $1-0.0259/(2\times0.636)=0.980$, and $n=1.323$. The swing is 78.7 mV/decade, and

$$V_{min}=2\times25.85\times\ln(2.323)=43.6\ \text{mV}.$$

The nonideal swing has raised the limit by about 8 mV, or 22% of the ideal value.

The inverter can also be solved without the exponential law, by inserting the full square-root charge in the current integral, evaluating it by quadrature and balancing the two currents by root finding. Its maximum gain reaches one at 43.6 mV as well. Integrating the electron density over depth instead of using the charge sheet raises $n$ by 0.001, to 1.324, and leaves the limit at 43.6 mV.

At a supply of 100 mV the formula gives a gain of $(e^{100/51.7}-1)/1.323=4.47$. Repeated passage around the loop with the exponential law settles at 1.5 and 98.5 mV, close to the two supply rails.

### What moves the number in a real device

**Barrier lowering.** In a short channel the drain also lowers the source barrier. Replace $V_{GS}$ by $V_{GS}+\sigma V_{DS}$ in both devices. The balance equation gains $\sigma(2V_{out}-V_{DD})/nv$ on its left side, and differentiation as before gives

$$\frac1{|A|}=\frac n2\left[f(V_{out})+f(V_{DD}-V_{out})\right]+\sigma .$$

The maximum is still at the midpoint. Setting it to one gives $e^{V_{DD}/2v}-1=n/(1-\sigma)$, hence $V_{min}=2v\ln[1+n/(1-\sigma)]$. A rough $\sigma$ of 50 mV/V, with $n$ unchanged, raises the limit to 45.1 mV. Here $\sigma$ is the local slope at $V_{DS}\approx22$ mV, which can exceed a value averaged over a volt or more, and a short channel also raises $n$. In a simple quasi-two-dimensional model of this gate stack, a channel with an average of 50 mV/V between 0.05 and 1.8 V has a local slope near 90 mV/V, $n\approx1.5$ and a limit near 51 mV. At high supply the same term caps the gain at $1/\sigma$, here 20.

**Interface traps.** A trap density $D_{it}$ adds a capacitance $q^2D_{it}$ in parallel with $C_d$. With a rough $10^{11}$ cm$^{-2}$eV$^{-1}$, $n$ becomes 1.342, which alone would give 44.0 mV. The trap occupancy follows the electron quasi-Fermi potential, so $\psi$ now rises with $V$ along the channel, and the drain factor becomes $1-e^{-\alpha V_{DS}/v}$ with $\alpha\approx n_0/n$, where $n_0=1.323$ is the trap-free value. The maximum gain is then $(e^{\alpha V_{DD}/2v}-1)/(\alpha n)$, so $V_{min}=(2v/\alpha)\ln(1+\alpha n)$. With $\alpha=0.986$ the limit is 44.2 mV.

**Unequal currents.** Suppose the p-channel device carries one third of the n-channel current, a rough figure for equal sizes. The transfer curve shifts by $\tfrac12\times1.323\times25.85\times\ln3=18.8$ mV. The maximum gain is unchanged, but it no longer occurs where $V_{in}=V_{out}$, the rest state of the loop. Requiring unit gain at that crossing, and solving numerically for crossing and supply together, gives 52.1 mV. Widening the p-channel device threefold would restore the balance.

**Temperature.** At 358 K the same silicon model, with $n_i\propto T^{3/2}e^{-E_g/2kT}$ and a fixed gap, gives $n=1.336$ and a limit of 52.3 mV for the balanced pair. Nearly all of this rise is the factor $358/300$ in $v$. A temperature-dependent gap and an empirical $n_i(T)$ give $n\approx1.34$ and raise this limit by about 0.1 mV.

With all four effects present, the supply for unit gain at the crossing is 64.8 mV if the traps enter through $n$ alone, and 65.0 mV with their drain factor $\alpha$ included. This exceeds the sum of the separate rises, because heating multiplies the others. The first three together, with the traps entering through $n$ alone, give 53.9 mV at 300 K, and scaling by $52.3/43.6$ brings this to about 65 mV.

**Smaller effects.** The rms thermal noise $\sqrt{kT/C}$ on a rough load of 1 fF is 2.0 mV. This is the equilibrium value. At the switching point, with the input held fixed, the shot noise of the forward and return flows multiplies the variance by about $(1+e^{V_{DD}/2v})/2$, giving 2.6 mV at the 43.6 mV limit. This is small beside the supply but not beside a noise margin that vanishes at the limit. For a channel 0.2 µm long and wide, with a rough mobility of 300 cm²/Vs, the drain current at the 43.6 mV limit is roughly $2\times10^{-12}$ A. Generation in a depleted junction of the same area, $qn_i/2\tau$ per volume with $\tau=1$ µs over its whole depletion width of about 52 nm, is bounded by about $2\times10^{-18}$ A. At a reverse bias of only 22 mV a thin slice of the junction generates, and the current is nearer $5\times10^{-20}$ A. The oxide field is 0.94 MV/cm, against a breakdown field of roughly 10 MV/cm. The surface electron density is about $10^{-6}$ of the band's effective density of states, so Boltzmann statistics are safe.

The oxide, doping and swing are roughly those of a mature planar bulk process. Among the departures computed at 300 K, the current imbalance raises the limit most. A threshold imbalance of $nv\ln3$, about 38 mV, acts like the threefold current ratio above and costs the same 8.5 mV if both inverters share it. Random differences between inverters, nonuniform doping and quantum confinement at the surface are not included. Depletion of the polysilicon gate is also left out. It would add about 0.1 mV to the limit for a gate doping of $10^{20}$ cm$^{-3}$ and about 0.4 mV for $3\times10^{19}$ cm$^{-3}$. A circuit that must tolerate such differences and keep a noise margin needs a supply well above $V_{min}$.
